# Open or Frozen Defect Totals: Fermi Energy at Growth and After Quenching: verification in Python

```python
"""Fermi energy and charged-defect densities at growth and after a quench.

Result under test: neutrality p - n + sum(q c_q) = 0 has one root mu, both
for open defects, c_q = N w_q/(1 + sum w), and for frozen totals,
c_q = C w_q/sum w, where w_q = g_q exp(-(E_q + q mu)/kT).
mu: Fermi energy from the valence-band top (eV); T: temperature (K);
N: site density; C: total defect density; n, p: electron and hole densities.
All densities are in cm^-3.  E_q: formation free energy at mu = 0 (eV).
"""
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

K_B = const.k / const.e
GAP = 2.0
MASS = 1.0                 # density-of-states mass of both bands, in m_e
DONOR_TOTAL = 1e17
BINDING = 0.1              # donor level below the conduction band
T_COLD = 300.0
DONOR = dict(q=np.array([1., 0.]), E=np.array([0., GAP - BINDING]),
             g=np.array([1., 2.]), sites=None)
VACANCY = dict(q=np.array([0., -1., -2.]), E=np.array([2.5, 3.1, 4.2]),
               g=np.array([1., 2., 1.]), sites=5e22)
LEVEL_1 = VACANCY["E"][1] - VACANCY["E"][0]
LEVEL_2 = VACANCY["E"][2] - VACANCY["E"][1]
STEP = 0.02
Y = np.arange(0.0, 12.0, STEP)


def band_density(T):
    """Effective density of states of one band."""
    return 2e-6 * (MASS * const.m_e * const.k * T
                   / (2 * np.pi * const.hbar**2))**1.5


def carriers(depth, T):
    """Density and its derivative; depth = Fermi energy inside the band."""
    eta = depth / (K_B * T)
    f = expit(eta - Y**2)
    prefactor = band_density(T) * 4 / np.sqrt(np.pi) * STEP
    density = prefactor * np.sum(Y**2 * f)
    slope = prefactor * np.sum(Y**2 * f * expit(Y**2 - eta)) / (K_B * T)
    return density, slope


def populations(species, mu, T, total=None):
    """Charge-state densities, charge density and minus its mu-derivative."""
    kT = K_B * T
    q = species["q"]
    logw = np.log(species["g"]) - (species["E"] + q * mu) / kT
    amount = total
    if total is None:      # open species: add the empty site
        q = np.append(q, 0.0)
        logw = np.append(logw, 0.0)
        amount = species["sites"]
    w = np.exp(logw - logw.max())
    prob = w / w.sum()
    mean = prob @ q
    variance = prob @ (q - mean)**2
    density = amount * prob[:len(species["q"])]
    return density, amount * mean, amount * variance / kT


def charge(mu, T, vacancy_total=None):
    """Net charge density and minus its derivative."""
    n, dn = carriers(mu - GAP, T)
    p, dp = carriers(-mu, T)
    _, rho_d, slope_d = populations(DONOR, mu, T, DONOR_TOTAL)
    _, rho_v, slope_v = populations(VACANCY, mu, T, vacancy_total)
    return p - n + rho_d + rho_v, dn + dp + slope_d + slope_v


def solve(T, vacancy_total=None):
    """Bisection for the neutral Fermi energy."""
    low, high = -1.0, GAP + 1.0
    assert charge(low, T, vacancy_total)[0] > 0
    assert charge(high, T, vacancy_total)[0] < 0
    for _ in range(50):
        middle = 0.5 * (low + high)
        if charge(middle, T, vacancy_total)[0] > 0:
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


def grown_vacancies(T):
    return populations(VACANCY, solve(T), T)[0].sum()


# Site statistics against enumeration of every configuration of five sites.
small = dict(VACANCY, sites=5.0)
T_test, mu_test = 12000.0, 1.5
site_weight = [1.0] + [g * np.exp(-(E + q * mu_test) / (K_B * T_test))
                       for q, E, g in zip(small["q"], small["E"], small["g"])]
sum_open, sum_two = np.zeros(3), np.zeros(3)
norm_open = norm_two = 0.0
for config in itertools.product(range(4), repeat=5):
    weight = np.prod([site_weight[s] for s in config])
    counts = np.array([config.count(s) for s in (1, 2, 3)])
    norm_open += weight
    sum_open += weight * counts
    if counts.sum() == 2:
        norm_two += weight
        sum_two += weight * counts
assert np.allclose(sum_open / norm_open,
                   populations(small, mu_test, T_test)[0], rtol=1e-10)
assert np.allclose(sum_two / norm_two,
                   populations(small, mu_test, T_test, 2.0)[0], rtol=1e-10)

# Carrier density against direct integration of the density of states.
for T, depth in ((1600.0, 0.1), (1600.0, -1.0), (300.0, -0.2)):
    kT = K_B * T
    dos = (2 * MASS * const.m_e / const.hbar**2)**1.5 / (2 * np.pi**2)
    dos *= const.e**1.5 * 1e-6
    integral = quad(lambda x: np.sqrt(x) * expit(depth / kT - x),
                    0, 60, epsabs=0, epsrel=1e-9, limit=200)[0]
    assert abs(dos * kT**1.5 * integral / carriers(depth, T)[0] - 1) < 1e-6

# Slope formula against finite differences, open and frozen.
for T, total in ((1600.0, None), (300.0, 4e16), (300.0, 2e17)):
    for mu in (0.6, 1.1, 1.85):
        h = 1e-5
        numeric = (charge(mu - h, T, total)[0]
                   - charge(mu + h, T, total)[0]) / (2 * h)
        assert abs(numeric / charge(mu, T, total)[1] - 1) < 1e-4

# The case followed in full.
T_GROW = 1600.0
mu_grow = solve(T_GROW)
vac_grow = populations(VACANCY, mu_grow, T_GROW)[0]
C_vac = vac_grow.sum()
mu_cold = solve(T_COLD, C_vac)
vac_cold = populations(VACANCY, mu_cold, T_COLD, C_vac)[0]
mu_relaxed = solve(T_COLD)
C_relaxed = populations(VACANCY, mu_relaxed, T_COLD)[0].sum()
residual_grow = abs(charge(mu_grow, T_GROW)[0]) / DONOR_TOTAL
residual_cold = abs(charge(mu_cold, T_COLD, C_vac)[0]) / DONOR_TOTAL
assert max(residual_grow, residual_cold) < 1e-10

# Free energy, written with dilute carriers, must be stationary under every
# allowed neutral reaction.  High precision resolves the tiny densities.
mp.mp.dps = 90


def free_energy(x, T):
    """x = V0, V-, V2-, D+, D0, n, p densities; result in units of kT."""
    kT = mp.mpf(K_B * T)
    sites = mp.mpf(VACANCY["sites"])
    empty = sites - x[0] - x[1] - x[2]
    F = empty * mp.log(empty / sites)
    for c, E, g in zip(x[:3], VACANCY["E"], VACANCY["g"]):
        F += c * (mp.mpf(E) / kT + mp.log(c / sites / mp.mpf(g)))
    donors = x[3] + x[4]
    for c, E, g in zip(x[3:5], DONOR["E"], DONOR["g"]):
        F += c * (mp.mpf(E) / kT + mp.log(c / donors / mp.mpf(g)))
    Nb = mp.mpf(band_density(T))
    F += x[5] * (mp.mpf(GAP) / kT + mp.log(x[5] / Nb) - 1)
    F += x[6] * (mp.log(x[6] / Nb) - 1)
    return F


def reaction_force(mu, T, total, change):
    x = list(populations(VACANCY, mu, T, total)[0])
    x += list(populations(DONOR, mu, T, DONOR_TOTAL)[0])
    x += [carriers(mu - GAP, T)[0], carriers(-mu, T)[0]]
    x = [mp.mpf(float(v)) for v in x]
    h = min(x) * mp.mpf("1e-6")
    up = [v + h * d for v, d in zip(x, change)]
    down = [v - h * d for v, d in zip(x, change)]
    return float((free_energy(up, T) - free_energy(down, T)) / (2 * h))


electronic = ([-1, 1, 0, 0, 0, -1, 0], [0, -1, 1, 0, 0, -1, 0],
              [0, 0, 0, -1, 1, -1, 0], [0, 0, 0, 0, 0, 1, 1])
create = [1, 0, 0, 0, 0, 0, 0]
# Tolerance 2e-3 kT: the dilute-carrier form errs by about 0.35 n/N_band.
for change in electronic:
    assert abs(reaction_force(mu_grow, T_GROW, None, change)) < 2e-3
    assert abs(reaction_force(mu_cold, T_COLD, C_vac, change)) < 2e-3
assert abs(reaction_force(mu_grow, T_GROW, None, create)) < 2e-3
C_open_at_mu = populations(VACANCY, mu_cold, T_COLD)[0].sum()
force = reaction_force(mu_cold, T_COLD, C_vac, create)
assert abs(force - np.log(C_vac / C_open_at_mu)) < 2e-3
assert force > 1


def closed_form(C):
    """Quenched Fermi energy from the three limiting balances."""
    kT = K_B * T_COLD
    if C < DONOR_TOTAL / 2:
        N1 = band_density(T_COLD) / 2 * np.exp(-BINDING / kT)
        b = 2 * C + N1
        n = (-b + np.sqrt(b * b + 4 * N1 * (DONOR_TOTAL - 2 * C))) / 2
        return "n-type", GAP + kT * np.log(n / band_density(T_COLD))
    if C < DONOR_TOTAL:
        x = DONOR_TOTAL / C - 1
        return "pinned -/2-", LEVEL_2 + kT * np.log(2 * x / (1 - x))
    y = DONOR_TOTAL / C
    return "pinned 0/-", LEVEL_1 + kT * np.log(y / (2 * (1 - y)))


rows = []
for T in (1500.0, 1600.0, 1700.0, 1800.0):
    C = grown_vacancies(T)
    mu = solve(T_COLD, C)
    regime, estimate = closed_form(C)
    assert abs(mu - estimate) < 1e-4
    rows.append((T, solve(T), C, mu, estimate,
                 carriers(mu - GAP, T_COLD)[0], regime))
assert len({row[-1] for row in rows}) == 3

# Growth temperatures at which the vacancy total reaches N_D/2 and N_D.
T_half = brentq(lambda T: grown_vacancies(T) - DONOR_TOTAL / 2, 1500, 1800)
T_full = brentq(lambda T: grown_vacancies(T) - DONOR_TOTAL, 1500, 1800)
mu_below = solve(T_COLD, grown_vacancies(T_half - 5))
mu_above = solve(T_COLD, grown_vacancies(T_half + 5))
assert mu_below - mu_above > 0.5

n_grow, p_grow = carriers(mu_grow - GAP, T_GROW)[0], carriers(-mu_grow, T_GROW)[0]
n_cold, p_cold = carriers(mu_cold - GAP, T_COLD)[0], carriers(-mu_cold, T_COLD)[0]
d_grow = populations(DONOR, mu_grow, T_GROW, DONOR_TOTAL)[0]
d_cold = populations(DONOR, mu_cold, T_COLD, DONOR_TOTAL)[0]
print(f"gap {GAP:.2f} eV; donor binding {BINDING:.2f} eV; band mass {MASS:.1f} m_e")
print(f"donor total {DONOR_TOTAL:.2e} cm^-3; vacancy sites {VACANCY['sites']:.2e} cm^-3")
print("vacancy E_q at mu=0 for q=0,-1,-2:", VACANCY["E"], "eV")
print(f"levels: (0/-) {LEVEL_1:.2f} eV, (-/2-) {LEVEL_2:.2f} eV")
for name, T, mu, n, p, d, v, r in (
        ("GROWTH", T_GROW, mu_grow, n_grow, p_grow, d_grow, vac_grow, residual_grow),
        ("QUENCHED", T_COLD, mu_cold, n_cold, p_cold, d_cold, vac_cold, residual_cold)):
    print(f"{name}: T = {T:.0f} K, kT = {K_B * T:.5f} eV")
    print(f"  band density of states {band_density(T):.4e} cm^-3")
    print(f"  Fermi energy {mu:.4f} eV")
    print(f"  n {n:.4e}, p {p:.4e}, n-p {n - p:.4e} cm^-3")
    print(f"  D+ {d[0]:.4e}, D0 {d[1]:.4e} cm^-3")
    print(f"  V0 {v[0]:.4e}, V- {v[1]:.4e}, V2- {v[2]:.4e} cm^-3")
    print(f"  |net charge|/donor total {r:.1e}")
print(f"frozen vacancy total {C_vac:.4e} cm^-3")
print(f"full equilibrium at 300 K: Fermi energy {mu_relaxed:.4f} eV")
print(f"full equilibrium at 300 K: vacancy total {C_relaxed:.4e} cm^-3")
print(f"open vacancy density at quenched mu {C_open_at_mu:.4e} cm^-3")
print(f"free energy to add a vacancy after quench {force:.3f} kT"
      f" = {force * K_B * T_COLD:.4f} eV")
print("growth T (K) | mu growth (eV) | C_V (cm^-3) | mu 300 K (eV)"
      " | closed form (eV) | n 300 K (cm^-3) | regime")
for T, mg, C, mu, estimate, n, regime in rows:
    print(f"{T:.0f} | {mg:.4f} | {C:.4e} | {mu:.4f} | {estimate:.4f} | {n:.3e} | {regime}")
print(f"growth T where C_V = N_D/2: {T_half:.1f} K")
print(f"growth T where C_V = N_D: {T_full:.1f} K")
print(f"quenched mu for growth 5 K below the first: {mu_below:.4f} eV")
print(f"quenched mu for growth 5 K above the first: {mu_above:.4f} eV")
print(f"fall of quenched mu over these 10 K: {mu_below - mu_above:.4f} eV")
print(f"bisection: bracket {GAP + 2:.1f} eV, width after 50 halvings"
      f" {(GAP + 2) / 2**50:.1e} eV")
print("all good")
```

Running it gives:

```
gap 2.00 eV; donor binding 0.10 eV; band mass 1.0 m_e
donor total 1.00e+17 cm^-3; vacancy sites 5.00e+22 cm^-3
vacancy E_q at mu=0 for q=0,-1,-2: [2.5 3.1 4.2] eV
levels: (0/-) 0.60 eV, (-/2-) 1.10 eV
GROWTH: T = 1600 K, kT = 0.13788 eV
  band density of states 3.0908e+20 cm^-3
  Fermi energy 1.0178 eV
  n 2.4906e+17, p 1.9226e+17, n-p 5.6798e+16 cm^-3
  D+ 9.9668e+16, D0 3.3184e+14 cm^-3
  V0 6.6729e+14, V- 2.7638e+16, V2- 7.6158e+15 cm^-3
  |net charge|/donor total 5.1e-14
QUENCHED: T = 300 K, kT = 0.02585 eV
  band density of states 2.5094e+19 cm^-3
  Fermi energy 1.8166 eV
  n 2.0804e+16, p 7.6269e-12, n-p 2.0804e+16 cm^-3
  D+ 9.2647e+16, D0 7.3534e+15 cm^-3
  V0 1.2013e-16, V- 6.5818e+04, V2- 3.5921e+16 cm^-3
  |net charge|/donor total 1.6e-14
frozen vacancy total 3.5921e+16 cm^-3
full equilibrium at 300 K: Fermi energy 1.8504 eV
full equilibrium at 300 K: vacancy total 2.0544e+14 cm^-3
open vacancy density at quenched mu 1.5015e+13 cm^-3
free energy to add a vacancy after quench 7.780 kT = 0.2011 eV
growth T (K) | mu growth (eV) | C_V (cm^-3) | mu 300 K (eV) | closed form (eV) | n 300 K (cm^-3) | regime
1500 | 1.0415 | 1.6175e+16 | 1.8399 | 1.8399 | 5.128e+16 | n-type
1600 | 1.0178 | 3.5921e+16 | 1.8166 | 1.8166 | 2.080e+16 | n-type
1700 | 1.0017 | 7.7509e+16 | 1.0948 | 1.0948 | 1.559e+04 | pinned -/2-
1800 | 0.9889 | 1.5784e+17 | 0.5962 | 0.5962 | 6.567e-05 | pinned 0/-
growth T where C_V = N_D/2: 1642.2 K
growth T where C_V = N_D: 1734.8 K
quenched mu for growth 5 K below the first: 1.7644 eV
quenched mu for growth 5 K above the first: 1.1826 eV
fall of quenched mu over these 10 K: 0.5818 eV
bisection: bracket 4.0 eV, width after 50 halvings 3.6e-15 eV
all good
```
